# How accurately must a scissor shift set a tandem's top gap?: test program

```python
"""Detailed-balance limits of a two-junction solar cell with luminescent coupling.

Result under test: with x_i = exp(q V_i / kT), the subcell balances are linear,
  j1 = A1 - b1*x1 - g*b1*(x1-x2),   j2 = A2 - b2*x2 + g*b1*(x1-x2),
so voltages follow from currents by a closed inversion.  Series power then has
one scalar root; independent power has two coupled Lambert-W equations.
A1, A2: absorbed currents; b1, b2: equilibrium emission currents in the bands
E > E1 and E2 < E < E1; g: étendue of photon exchange relative to the front.
Cell 1 is the top cell.  Energies in eV, currents in mA/cm2, power in mW/cm2.
The check uses full Bose-Einstein emission, quadrature and direct optimization.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import lambertw

T_SUN, T_CELL, HALF_ANGLE = 6000.0, 300.0, 4.65e-3
KTS = const.k * T_SUN / const.e
KTC = const.k * T_CELL / const.e
DILUTION = math.sin(HALF_ANGLE) ** 2
PREF = 0.2 * math.pi * const.e ** 4 / (const.h ** 3 * const.c ** 2)
P_IN = 0.1 * DILUTION * const.sigma * T_SUN ** 4
COUPLINGS = (0.0, 1.0, 3.5 ** 2)


def flux_above(gap, kt, terms):
    m = np.arange(1, terms + 1)
    y = gap / kt
    series_terms = np.exp(-m * y) * (y * y / m + 2 * y / m**2 + 2 / m**3)
    return float(PREF * kt ** 3 * np.sum(series_terms))


def absorbed_and_emitted(e1, e2):
    sun1 = DILUTION * flux_above(e1, KTS, 40)
    sun2 = DILUTION * flux_above(e2, KTS, 40) - sun1
    b1 = flux_above(e1, KTC, 1)
    b2 = flux_above(e2, KTC, 1) - b1
    return sun1 + (1 - DILUTION) * b1, sun2 + (1 - DILUTION) * b2, b1, b2


def invert_currents(j1, j2, terms, g):
    a1, a2, b1, b2 = terms
    u1, u2 = a1 - j1, a2 - j2
    x2 = (g * u1 + (1 + g) * u2) / ((1 + g) * b2 + g * b1)
    x1 = (u1 / b1 + g * x2) / (1 + g)
    return x1, x2


def inverse_matrix(terms, g):
    b1, b2 = terms[2:]
    d = (1 + g) * b2 + g * b1
    return (b2 + g * b1) / (b1 * d), g / d, (1 + g) / d


def series_optimum(terms, g):
    """Return power, common current, voltages and marginal current values."""
    k11, k12, k22 = inverse_matrix(terms, g)
    q1, q2 = k11 + k12, k12 + k22
    p1, p2 = invert_currents(0.0, 0.0, terms, g)

    def power_slope(j):
        x1, x2 = p1 - q1 * j, p2 - q2 * j
        return math.log(x1) + math.log(x2) - j * (q1 / x1 + q2 / x2)

    j = brentq(power_slope, 0.0, min(p1 / q1, p2 / q2) * (1 - 1e-9),
               xtol=1e-12)
    x1, x2 = invert_currents(j, j, terms, g)
    v1, v2 = KTC * math.log(x1), KTC * math.log(x2)
    value1 = j * KTC * (k11 / x1 + k12 / x2)
    value2 = j * KTC * (k12 / x1 + k22 / x2)
    return j * (v1 + v2), j, v1, v2, value1, value2


def independent_optimum(terms, g, start=0.0):
    """Return power, two currents, two voltages and the iteration count."""
    a1, a2, b1, b2 = terms
    c1, c2 = (1 + g) * b1, b2 + g * b1
    r1, r2 = start, start
    for count in range(1, 201):
        old1, old2 = r1, r2
        shift = g * b1 * r2 / c1
        arg = (a1 + g * b1 * math.exp(r2)) / c1 * math.exp(1 - shift)
        r1 = float(lambertw(arg).real) - 1 + shift
        shift = g * b1 * r1 / c2
        arg = (a2 + g * b1 * math.exp(r1)) / c2 * math.exp(1 - shift)
        r2 = float(lambertw(arg).real) - 1 + shift
        if abs(r1 - old1) + abs(r2 - old2) < 1e-11:
            break
    else:
        raise RuntimeError("voltage iteration did not converge")
    x1, x2 = math.exp(r1), math.exp(r2)
    j1 = a1 - c1 * x1 + g * b1 * x2
    j2 = a2 + g * b1 * x1 - c2 * x2
    v1, v2 = KTC * r1, KTC * r2
    return j1 * v1 + j2 * v2, j1, j2, v1, v2, count


def efficiency(mode, e1, e2, g):
    solver = series_optimum if mode == "series" else independent_optimum
    return 100 * solver(absorbed_and_emitted(e1, e2), g)[0] / P_IN


def solar_density(e):
    return DILUTION * PREF * e * e / math.expm1(e / KTS)


def gap_slope(e1, v1, v2, value1, value2, g):
    """Envelope derivative of optimum power with respect to the top gap."""
    x1, x2 = math.exp(v1 / KTC), math.exp(v2 / KTC)
    cell_density = PREF * e1 * e1 * math.exp(-e1 / KTC)
    moved = solar_density(e1) + (1 - DILUTION) * cell_density
    exchange = g * cell_density * (x1 - x2)
    dj1 = -moved + cell_density * x1 + exchange
    dj2 = moved - cell_density * x2 - exchange
    return value1 * dj1 + value2 * dj2


# Direct calculation: full generalized Planck emission and quadrature.
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def direct_emission(low, high, mu):
    high = min(high, low + 1.3)
    e = 0.5 * (high - low) * NODES + 0.5 * (high + low)
    integrand = e * e / np.expm1((e - mu) / KTC)
    return float(PREF * 0.5 * (high - low) * np.dot(WEIGHTS, integrand))


def make_direct_currents(e1, e2, g):
    opts = dict(epsabs=1e-11, epsrel=1e-11)
    a1 = quad(solar_density, e1, 25.0, **opts)[0]
    a2 = quad(solar_density, e2, e1, **opts)[0]
    a1 += (1 - DILUTION) * direct_emission(e1, math.inf, 0.0)
    a2 += (1 - DILUTION) * direct_emission(e2, e1, 0.0)

    def currents(v1, v2):
        top = direct_emission(e1, math.inf, v1)
        back = direct_emission(e1, math.inf, v2)
        bottom = direct_emission(e2, e1, v2)
        return a1 - top - g * (top - back), a2 - bottom + g * (top - back)
    return currents, a1, a2


def direct_independent(e1, e2, g):
    currents = make_direct_currents(e1, e2, g)[0]

    def loss(v):
        if v[0] > e1 - 0.05 or v[1] > e2 - 0.05:
            return 1e9
        j1, j2 = currents(*v)
        return -(j1 * v[0] + j2 * v[1])
    found = minimize(loss, [e1 - 0.45, e2 - 0.40], method="Nelder-Mead",
                     options=dict(xatol=1e-7, fatol=1e-10, maxiter=1000))
    assert found.success
    return -found.fun


def direct_series(e1, e2, g):
    currents, a1, a2 = make_direct_currents(e1, e2, g)
    top_is_trial = a1 < a2

    def loss(trial):
        def pair(other):
            return (trial, other) if top_is_trial else (other, trial)

        def mismatch(other):
            j1, j2 = currents(*pair(other))
            return j1 - j2
        limit = (e2 if top_is_trial else e1) - 0.05
        v1, v2 = pair(brentq(mismatch, 0.0, limit, xtol=1e-13))
        return -(v1 + v2) * currents(v1, v2)[0]
    gap = e1 if top_is_trial else e2
    found = minimize_scalar(loss, bounds=(gap - 0.7, gap - 0.2),
                            method="bounded", options=dict(xatol=1e-8))
    return -found.fun


def direct_ceiling(e1, e2, g):
    """Common current when the current-limiting bottom cell has zero voltage."""
    currents = make_direct_currents(e1, e2, g)[0]

    def mismatch(v1):
        j1, j2 = currents(v1, 0.0)
        return j1 - j2
    v1 = brentq(mismatch, 0.0, e1 - 0.05, xtol=1e-14)
    return currents(v1, 0.0)[0]


largest_deviation = 0.0
for top_gap in (1.6, 1.9):
    for g in COUPLINGS:
        for mode, direct in (("series", direct_series),
                             ("independent", direct_independent)):
            reference = 100 * direct(top_gap, 1.0, g) / P_IN
            deviation = abs(efficiency(mode, top_gap, 1.0, g) - reference)
            largest_deviation = max(largest_deviation, deviation)
# The Boltzmann limit drops a tiny Bose correction to the cell emission.
assert largest_deviation < 5e-4

E1, E2 = 1.6, 1.0
terms = absorbed_and_emitted(E1, E2)
print(f"Sun {T_SUN:.0f} K; cell {T_CELL:.0f} K; kT cell {KTC:.6f} eV")
print(f"Half-angle {1e3*HALF_ANGLE:.2f} mrad; dilution {DILUTION:.5e}")
print(f"Incident power {P_IN:.3f} mW/cm2")
print(f"Example gaps: top {E1:.2f} eV, bottom {E2:.2f} eV")
print(f"Absorbed A1 {terms[0]:.4f}, A2 {terms[1]:.4f} mA/cm2")
print(f"Emission b1 {terms[2]:.4e}, b2 {terms[3]:.4e} mA/cm2")
print(f"Solar density at E1 {solar_density(E1):.4f} mA/cm2/eV")

for g in COUPLINGS:
    p, j, v1, v2, value1, value2 = series_optimum(terms, g)
    slope = gap_slope(E1, v1, v2, value1, value2, g)
    pi, j1, j2, w1, w2, count = independent_optimum(terms, g)
    slope_i = gap_slope(E1, w1, w2, w1, w2, g)
    h = 1e-4
    for mode, formula in (("series", slope), ("independent", slope_i)):
        numeric = (efficiency(mode, E1 + h, E2, g)
                   - efficiency(mode, E1 - h, E2, g)) * P_IN / (200 * h)
        assert abs(numeric - formula) < 1e-3 + 1e-4 * abs(formula)
    for index, value in ((0, value1), (1, value2)):
        plus, minus = list(terms), list(terms)
        plus[index] += 1e-3
        minus[index] -= 1e-3
        numeric = (series_optimum(plus, g)[0]
                   - series_optimum(minus, g)[0]) / 2e-3
        assert abs(numeric - value) < 1e-4
    assert abs(value1 + value2 - v1 - v2) < 1e-8
    other_start = independent_optimum(terms, g, start=E2 / KTC)
    assert abs(other_start[3] - w1) + abs(other_start[4] - w2) < 1e-10
    ceiling = ((1 + g) * terms[1] + g * terms[0]) / (1 + 2 * g)
    assert abs(direct_ceiling(E1, E2, g) - ceiling) < 1e-6
    ceiling_slope = (direct_ceiling(E1 + 1e-3, E2, g)
                     - direct_ceiling(E1 - 1e-3, E2, g)) / 2e-3
    expected = solar_density(E1) / (1 + 2 * g)
    assert abs(ceiling_slope / expected - 1) < 1e-4
    print(f"g={g:.2f} series: j {j:.4f} mA/cm2, V1 {v1:.4f}, V2 {v2:.4f} V")
    print(f"  power {p:.4f} mW/cm2, efficiency {100*p/P_IN:.3f} %")
    print(f"  ceiling {ceiling:.4f} mA/cm2; its slope {expected:.3f} mA/cm2/eV")
    print(f"  marginal values {value1:.4f}, {value2:.4f} V; "
          f"gap slope {100*slope/P_IN:.3f} %-pt/eV")
    print(f"  independent: j1 {j1:.4f}, j2 {j2:.4f} mA/cm2; "
          f"V1 {w1:.4f}, V2 {w2:.4f} V")
    print(f"  efficiency {100*pi/P_IN:.3f} %, gap slope "
          f"{100*slope_i/P_IN:.3f} %-pt/eV, {count} iterations")

for g in COUPLINGS[1:]:
    assert efficiency("series", 1.6, E2, g) > efficiency("series", 1.6, E2, 0)
    assert efficiency("series", 1.9, E2, g) < efficiency("series", 1.9, E2, 0)

print("Efficiency in %, bottom 1.00 eV; S series, I independent")
print("E1/eV  S g=0  S g=1  S g=12.25  I g=0  I g=1  I g=12.25")
for top_gap in (1.4, 1.5, 1.6, 1.7, 1.8, 1.9, 2.0):
    row = [efficiency(mode, top_gap, E2, g)
           for mode in ("series", "independent") for g in COUPLINGS]
    print(f"{top_gap:.2f}  " + "  ".join(f"{value:.3f}" for value in row))


def top_gap_window(mode, e2, g):
    """Best top gap and the interval within one percentage point of it."""
    def value(e1):
        return efficiency(mode, e1, e2, g)
    low, high = e2 + 0.05, e2 + 1.5
    scan = np.linspace(low, high, 117)
    scanned = np.array([value(e) for e in scan])
    center = scan[int(np.argmax(scanned))]
    found = minimize_scalar(lambda e: -value(e), method="bounded",
                            bounds=(center - 0.03, center + 0.03),
                            options=dict(xatol=1e-7))
    best, peak = found.x, -found.fun
    assert scanned.max() <= peak + 1e-6
    inside = scanned > peak - 1
    assert np.count_nonzero(inside[1:] != inside[:-1]) == 2
    left = brentq(lambda e: value(e) - peak + 1, low, best)
    right = brentq(lambda e: value(e) - peak + 1, best, high)
    return best, peak, left, right


print("Top-gap optimum and window within 1 percentage point")
windows = {}
cases = [(mode, 1.0, g) for mode in ("series", "independent")
         for g in COUPLINGS]
cases += [("series", e2, g) for e2 in (0.8, 1.2)
          for g in (COUPLINGS[0], COUPLINGS[-1])]
for mode, e2, g in cases:
    best, peak, left, right = top_gap_window(mode, e2, g)
    windows[mode, e2, g] = best, left, right
    print(f"{mode}, E2={e2:.2f} eV, g={g:.2f}: E1 {best:.3f} eV, "
          f"{peak:.3f} %, window {left:.3f} to {right:.3f} eV")
plain = windows["series", 1.0, COUPLINGS[0]]
coupled = windows["series", 1.0, COUPLINGS[-1]]
assert coupled[0] - coupled[1] > plain[0] - plain[1]

bottom_grid = np.arange(0.5, 1.501, 0.1)
difference_grid = np.arange(0.2, 1.401, 0.1)
maps = {}
for mode in ("series", "independent"):
    for g in COUPLINGS:
        maps[mode, g] = np.array([[efficiency(mode, e2 + d, e2, g)
                                   for d in difference_grid]
                                  for e2 in bottom_grid])
for g in COUPLINGS:
    assert np.all(maps["series", g] <= maps["independent", g] + 1e-8)
for g_low, g_high in zip(COUPLINGS[:-1], COUPLINGS[1:]):
    assert np.all(maps["independent", g_high]
                  <= maps["independent", g_low] + 1e-8)


def best_gap_pair(mode, g):
    def best_difference(e2):
        return minimize_scalar(lambda d: -efficiency(mode, e2 + d, e2, g),
                               bounds=(0.2, 1.4), method="bounded",
                               options=dict(xatol=1e-6))
    outer = minimize_scalar(lambda e2: best_difference(e2).fun,
                            bounds=(0.5, 1.5), method="bounded",
                            options=dict(xatol=1e-5))
    return outer.x + best_difference(outer.x).x, outer.x, -outer.fun


print("Best pair of gaps")
for mode in ("series", "independent"):
    for g in COUPLINGS:
        e1, e2, peak = best_gap_pair(mode, g)
        assert 0.55 < e2 < 1.45 and 0.25 < e1 - e2 < 1.35
        assert maps[mode, g].max() <= peak + 1e-5
        print(f"{mode}, g={g:.2f}: E1 {e1:.3f}, E2 {e2:.3f} eV, {peak:.3f} %")
print(f"Largest deviation from direct check {largest_deviation:.2e} %-pt")
print("all good")
```

Output:

```
Sun 6000 K; cell 300 K; kT cell 0.025852 eV
Half-angle 4.65 mrad; dilution 2.16223e-05
Incident power 158.898 mW/cm2
Example gaps: top 1.60 eV, bottom 1.00 eV
Absorbed A1 38.7392, A2 30.3273 mA/cm2
Emission b1 1.4307e-21, b2 6.8437e-12 mA/cm2
Solar density at E1 41.5858 mA/cm2/eV
g=0.00 series: j 29.9097 mA/cm2, V1 1.2971, V2 0.6420 V
  power 57.9985 mW/cm2, efficiency 36.500 %
  ceiling 30.3273 mA/cm2; its slope 41.586 mA/cm2/eV
  marginal values 0.0876, 1.8516 V; gap slope 64.390 %-pt/eV
  independent: j1 37.9448, j2 29.1969 mA/cm2; V1 1.2348, V2 0.6678 V
  efficiency 41.758 %, gap slope 8.279 %-pt/eV, 2 iterations
g=1.00 series: j 32.6586 mA/cm2, V1 1.2695, V2 0.6557 V
  power 62.8758 mW/cm2, efficiency 39.570 %
  ceiling 33.1312 mA/cm2; its slope 13.862 mA/cm2/eV
  marginal values 0.7343, 1.1909 V; gap slope 31.850 %-pt/eV
  independent: j1 37.6469, j2 29.7234 mA/cm2; V1 1.2252, V2 0.6682 V
  efficiency 41.526 %, gap slope 8.363 %-pt/eV, 5 iterations
g=12.25 series: j 33.8535 mA/cm2, V1 1.2150, V2 0.6644 V
  power 63.6228 mW/cm2, efficiency 40.040 %
  ceiling 34.3683 mA/cm2; its slope 1.631 mA/cm2/eV
  marginal values 0.9959, 0.8834 V; gap slope 17.685 %-pt/eV
  independent: j1 37.0554, j2 30.6977 mA/cm2; V1 1.1875, V2 0.6690 V
  efficiency 40.617 %, gap slope 9.010 %-pt/eV, 6 iterations
Efficiency in %, bottom 1.00 eV; S series, I independent
E1/eV  S g=0  S g=1  S g=12.25  I g=0  I g=1  I g=12.25
1.40  23.415  32.869  36.132  39.322  39.085  38.070
1.50  29.959  36.264  38.146  40.743  40.506  39.536
1.60  36.500  39.570  40.040  41.758  41.526  40.617
1.70  42.237  42.183  41.325  42.416  42.194  41.352
1.80  41.050  40.718  39.786  42.765  42.557  41.784
1.90  38.512  38.209  37.372  42.855  42.661  41.958
2.00  35.835  35.563  34.817  42.728  42.549  41.913
Top-gap optimum and window within 1 percentage point
series, E2=1.00 eV, g=0.00: E1 1.717 eV, 42.489 %, window 1.683 to 1.781 eV
series, E2=1.00 eV, g=1.00: E1 1.710 eV, 42.233 %, window 1.655 to 1.777 eV
series, E2=1.00 eV, g=12.25: E1 1.702 eV, 41.326 %, window 1.617 to 1.775 eV
independent, E2=1.00 eV, g=0.00: E1 1.888 eV, 42.856 %, window 1.612 to 2.226 eV
independent, E2=1.00 eV, g=1.00: E1 1.895 eV, 42.661 %, window 1.617 to 2.236 eV
independent, E2=1.00 eV, g=12.25: E1 1.927 eV, 41.965 %, window 1.642 to 2.278 eV
series, E2=0.80 eV, g=0.00: E1 1.580 eV, 41.852 %, window 1.539 to 1.660 eV
series, E2=0.80 eV, g=12.25: E1 1.566 eV, 40.428 %, window 1.484 to 1.657 eV
series, E2=1.20 eV, g=0.00: E1 1.870 eV, 41.512 %, window 1.838 to 1.924 eV
series, E2=1.20 eV, g=12.25: E1 1.853 eV, 40.586 %, window 1.761 to 1.917 eV
Best pair of gaps
series, g=0.00: E1 1.699, E2 0.974 eV, 42.502 %
series, g=1.00: E1 1.698, E2 0.983 eV, 42.239 %
series, g=12.25: E1 1.705, E2 1.005 eV, 41.327 %
independent, g=0.00: E1 1.869, E2 0.977 eV, 42.868 %
independent, g=1.00: E1 1.882, E2 0.983 eV, 42.667 %
independent, g=12.25: E1 1.929, E2 1.002 eV, 41.965 %
Largest deviation from direct check 7.21e-06 %-pt
all good
```
